# Energy of a charged sheet in a periodic dielectric slab cell, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The energy of the centred sheet

### Definitions and conventions

The cell is a prism of in-plane area $A$ and height $L$, repeated periodically in all three directions. The coordinate $z$ runs along the height, and one period is $-L/2<z<L/2$. A dielectric slab occupies $|z|<d/2$, with $0\le d\le L$; the rest of the cell is vacuum. The permittivity is therefore

$$
\varepsilon(z)=\begin{cases}\epsilon, & |z|<d/2,\\ 1, & d/2<|z|<L/2.\end{cases}
$$

Here $\epsilon$ is the out-of-plane permittivity of the slab, because the fields considered in this part point along $z$. I take $\epsilon\ge 1$.

A sheet at $z=0$ carries the charge $q$ per cell, spread uniformly over the area. Its areal density is $\sigma=q/A$. A periodic array of cells with net charge has no periodic potential, so a uniform background of total charge $-q$ is added. It fills the whole cell, slab and vacuum alike, and its volume density is $-q/(AL)=-\sigma/L$. The free charge density is

$$
\rho(z)=\sigma\left[\delta(z)-\frac1L\right],\qquad \int_{-L/2}^{L/2}\rho\,dz=0 .
$$

The background counts as free charge: it is imposed from outside and is not part of the slab's polarization. The slab polarizes in response to the sheet and the background together.

Formulas are in Gaussian form. The potential is $\phi$, the electric field is $\mathcal E=-d\phi/dz$, the displacement is $D=\varepsilon(z)\mathcal E$, and Gauss's law reads $dD/dz=4\pi\rho$. To pass to SI energies, replace $q^2$ by $q^2/(4\pi\varepsilon_0)$. The potential is required to be periodic, which means that the electric field averages to zero over the cell:

$$
\int_{-L/2}^{L/2}\mathcal E\,dz=\phi(-L/2)-\phi(L/2)=0 .
$$

The energy $E$ is the work per cell needed to bring in the free charge gradually, sheet and background in step. It includes the work spent on polarizing the slab. The response is assumed to be linear and local, with sharp slab faces.

### Theorem

Under these assumptions the energy per cell is

$$
\boxed{E=\frac{\pi q^2L}{6A}\left[f+\frac{1-f}{\epsilon}\right],\qquad f=\left(1-\frac dL\right)^3 .}
$$

In SI form the prefactor is $\pi q^2L/(6A)\times 1/(4\pi\varepsilon_0)=q^2L/(24\varepsilon_0A)$.

The proof finds the displacement, turns the work into an integral over the field, and evaluates that integral.

### Lemma 1: the displacement

For $0<|z|<L/2$,

$$
D(z)=2\pi\sigma\left[\operatorname{sgn}(z)-\frac{2z}{L}\right].
$$

*Proof.* Away from the sheet, Gauss's law is $dD/dz=-4\pi\sigma/L$, so $D$ falls linearly with slope $-4\pi\sigma/L$ on each side. Across the sheet it jumps by $D(0^+)-D(0^-)=4\pi\sigma$. Any pair of values with this jump can be written $D(0^\pm)=\pm2\pi\sigma+c$, with one unknown constant $c$. Hence

$$
D(z)=2\pi\sigma\operatorname{sgn}(z)-\frac{4\pi\sigma z}{L}+c .
$$

No surface term appears at the slab faces, because they carry no free charge and $D$ is continuous there. The constant follows from the zero average of the field:

$$
0=\int_{-L/2}^{L/2}\frac{D}{\varepsilon(z)}\,dz
=c\int_{-L/2}^{L/2}\frac{dz}{\varepsilon(z)} .
$$

The first two terms of $D$ have dropped out because they are odd in $z$ while $\varepsilon(z)$ is even. The remaining integral is positive, so $c=0$. $\square$

The displacement does not depend on $\epsilon$ or on $d$. It starts at $2\pi\sigma$ beside the sheet, as for an isolated sheet, and falls to zero at $z=L/2$, where the background enclosed between the two planes $\pm z$ has compensated the sheet. The centred position matters here: for a displaced sheet the constant $c$ generally differs from zero.

### Lemma 2: the energy as a field integral

$$
E=\frac A2\int_{-L/2}^{L/2}\rho\,\phi\,dz=\frac{A}{8\pi}\int_{-L/2}^{L/2}\frac{D^2}{\varepsilon(z)}\,dz .
$$

*Proof.* Let the free charge at an intermediate stage be $\lambda\rho$, with $0\le\lambda\le1$. Since the response is linear, the potential at that stage is $\lambda\phi$. Adding the charge $\rho\,d\lambda$ costs the work $A\,d\lambda\int\rho\,\lambda\phi\,dz$. Integration over $\lambda$ gives the factor $\int_0^1\lambda\,d\lambda=1/2$, which is the first equality. The polarization follows the field at each stage, so its cost is included.

For the second equality, insert $\rho=(1/4\pi)\,dD/dz$ and integrate by parts:

$$
\frac{A}{8\pi}\int_{-L/2}^{L/2}\phi\frac{dD}{dz}\,dz
=\frac{A}{8\pi}\Big[\phi D\Big]_{-L/2}^{L/2}
-\frac{A}{8\pi}\int_{-L/2}^{L/2}D\frac{d\phi}{dz}\,dz .
$$

The bracket vanishes because $\phi$ and $D$ are periodic. In the last term $-d\phi/dz=\mathcal E=D/\varepsilon$. The jump of $D$ at the sheet causes no difficulty, since $\phi$ is continuous there. $\square$

Adding a constant $\phi_0$ to the potential changes $E$ by $(A\phi_0/2)\int\rho\,dz=0$. The energy of the neutral set of charges therefore does not depend on the zero of potential.

### Lemma 3: the elementary integral

Let $u(z)=1-2z/L$. For $0\le a\le b\le L/2$ and a non-negative integer $n$,

$$
\int_a^b u^n\,dz=\frac{L}{2(n+1)}\left[u(a)^{n+1}-u(b)^{n+1}\right].
$$

*Proof.* Since $du=-(2/L)\,dz$, the integral equals $-(L/2)\int_{u(a)}^{u(b)}u^n\,du$. Evaluating it and reversing the limits gives the result. $\square$

The values needed are $u(0)=1$, $u(d/2)=1-d/L$ and $u(L/2)=0$.

### Proof of the theorem

By Lemma 1, $D^2=4\pi^2\sigma^2u^2$ for $z>0$, and $D^2$ is even. The two halves of the cell contribute equally, so Lemma 2 gives

$$
E=\frac{A}{8\pi}\cdot2\cdot4\pi^2\sigma^2\int_0^{L/2}\frac{u^2}{\varepsilon(z)}\,dz
=\frac{\pi q^2}{A}\int_0^{L/2}\frac{u^2}{\varepsilon(z)}\,dz,
$$

where $A\sigma^2=q^2/A$ was used. Split the integral at the slab face and apply Lemma 3 with $n=2$:

$$
\frac1\epsilon\int_0^{d/2}u^2\,dz=\frac{L}{6\epsilon}\left[1-\left(1-\frac dL\right)^3\right]=\frac L6\,\frac{1-f}{\epsilon},
$$

$$
\int_{d/2}^{L/2}u^2\,dz=\frac L6\left(1-\frac dL\right)^3=\frac L6\,f .
$$

Their sum times $\pi q^2/A$ is the stated energy. $\square$

The proof gives $f$ a meaning: it is the share of $\int D^2dz$ that lies in the vacuum. The field energy in the vacuum is $(\pi q^2L/6A)f$, and that in the slab is $(\pi q^2L/6A)(1-f)/\epsilon$. Since $D^2$ is largest near the sheet, the slab's share $1-f$ exceeds its share $d/L$ of the volume for $0<d<L$.

### Remark 1: limiting cases

For $d=0$ one has $f=1$ and $E=\pi q^2L/(6A)$, the energy of a sheet in an empty cell. For $d=L$ one has $f=0$, and this energy is divided by $\epsilon$. For $\epsilon\to\infty$ the slab holds no field energy and $E\to\pi q^2Lf/(6A)$.

The empty-cell value can also be found from a sum over reciprocal vectors $k_n=2\pi n/L$. Each Fourier component of the sheet's charge density is $q/(AL)$, and the background removes the one at $n=0$. For $n\ne0$ the potential is $4\pi/k_n^2$ times the density. Half of charge times potential, multiplied by the cell volume $AL$, gives

$$
E=\frac{2\pi q^2}{AL}\sum_{n\ne0}\frac{L^2}{4\pi^2n^2}
=\frac{q^2L}{2\pi A}\cdot2\cdot\frac{\pi^2}{6}=\frac{\pi q^2L}{6A}.
$$

Here $\sum_{n\ge1}n^{-2}=\pi^2/6$. A plane-wave calculation that leaves out the $n=0$ term thus treats the uniform background of the theorem.

### Remark 2: dependence on the cell height

With $f=1-3d/L+3d^2/L^2-d^3/L^3$, and with the bracket rewritten as $1-(1-1/\epsilon)(1-f)$, the theorem becomes

$$
E=\frac{\pi q^2}{6A}\left\{L-\left(1-\frac1\epsilon\right)\left[3d-\frac{3d^2}{L}+\frac{d^3}{L^2}\right]\right\}.
$$

This is an identity, not a truncated series. At fixed $A$ the energy grows linearly with $L$ for tall cells, so enlarging the vacuum does not make it converge. The growth is steady: differentiation of the braces gives

$$
1-\left(1-\frac1\epsilon\right)\left[3\left(\frac dL\right)^2-2\left(\frac dL\right)^3\right]\ge\frac1\epsilon>0 ,
$$

because $3x^2-2x^3$ rises from 0 to 1 on $0\le x\le1$.

The divergence belongs to the charged sheet itself. An isolated uniform sheet has the field $2\pi\sigma$ out to any distance, and its field energy is infinite. The constant term, $-(\pi q^2/2A)\,d(1-1/\epsilon)$, also has a direct reading. In the uniform displacement $2\pi\sigma$, replacing a thickness $d$ of vacuum by dielectric changes the field energy by

$$
-\frac{A}{8\pi}(2\pi\sigma)^2d\left(1-\frac1\epsilon\right)=-\frac{\pi q^2}{2A}\,d\left(1-\frac1\epsilon\right).
$$

Subtracting the linear term alone therefore leaves a finite contribution from the slab's polarization.

The combination $d(1-1/\epsilon)$ is better defined than $d$ and $\epsilon$ separately. Under a uniform displacement $D$ the slab has the polarization $(D-\mathcal E)/4\pi=D(1-1/\epsilon)/4\pi$, and hence the dipole per area $Dd(1-1/\epsilon)/4\pi$. That dipole fixes the product. If $d$ and $\epsilon$ are varied with the product held fixed, $E$ changes through the terms in $1/L$ and $1/L^2$.

### Remark 3: other permittivity profiles

The step before the split holds for any positive, even profile:

$$
E=\frac{\pi q^2}{A}\int_0^{L/2}\frac{(1-2z/L)^2}{\varepsilon(z)}\,dz .
$$

A smooth slab face can be treated in this way. The closed form with $f$ needs the sharp face. The formula also fails if the compensating charge is confined to the slab or placed on electrodes, since $D$ is then different, and if the field is strong enough to make the response nonlinear.

### Example: one electron in a thin semiconductor cell

Take one extra electron, $q=-e$, in a hexagonal supercell of $6\times6$ units with lattice constant 0.32 nm. The side is $6\times0.32=1.92$ nm and the area is $A=(\sqrt3/2)(1.92)^2=3.1925\ \mathrm{nm}^2$. Let $d=0.60$ nm, $\epsilon=6$ and $L=2.00$ nm. These are rough values in the regime of monolayer MoS$_2$.

With $e^2/(4\pi\varepsilon_0)=1.43996$ eV nm, the prefactor is

$$
\frac{\pi\times1.43996\times2.00}{6\times3.1925}\ \mathrm{eV}=0.4723\ \mathrm{eV}.
$$

The vacuum share is $f=(1-0.30)^3=0.3430$. The bracket is $0.3430+0.6570/6=0.4525$, and therefore

$$
E=0.4723\times0.4525\ \mathrm{eV}=0.2137\ \mathrm{eV}.
$$

Of this, 0.1620 eV is field energy in the vacuum and 0.0517 eV is field energy in the slab. Neither simple limit would serve: leaving out the slab gives 0.4723 eV, and filling the cell with dielectric gives 0.0787 eV. A finite-volume solution of Poisson's equation for the same cell, with the energy computed as half the sum of charge times potential, also gives 0.2137 eV.

The result inherits the uncertainty of the slab parameters. Raising $d$ by 0.10 nm at fixed $\epsilon$ and $L$ changes $E$ by $-0.0269$ eV, about 13% of $E$. Lowering $\epsilon$ from 6 to 5 at fixed $d$ and $L$ changes it by $+0.0103$ eV, about 5%. These two changes treat $d$ and $\epsilon$ as independent. If the layer's polarizability is known, the product $d(1-1/\epsilon)$ is fixed, and $\epsilon$ must be readjusted whenever $d$ is changed. Here the product is 0.50 nm, so $d=0.70$ nm requires $\epsilon=3.5$, and $E$ then changes by $+0.0139$ eV instead of $-0.0269$ eV. The two parameters should therefore be chosen together.

## Part II. Departures from the sheet, and localized defects

### Symbols and results taken over

The cell has area $A$ and height $L$. The slab fills $|z|<d/2$ and has out-of-plane permittivity $\epsilon$; $\varepsilon(z)$ equals $\epsilon$ in the slab and 1 in the vacuum. The sheet charge per cell is $q=\sigma A$, and a background of charge $-q$ fills the cell. The potential $\phi$ is periodic, and Gaussian form is used. For the centred sheet and $0<z<L/2$, the displacement is $D_c=2\pi\sigma(1-2z/L)$; it is odd in $z$. The energy of a laterally uniform charge is $E=(A/8\pi)\int D^2/\varepsilon\,dz$, which for the centred sheet gives

$$
E=\frac{\pi q^2L}{6A}\left[f+\frac{1-f}\epsilon\right],\qquad f=\left(1-\frac dL\right)^3 .
$$

The example has $q=-e$, $A=3.1925\ \mathrm{nm}^2$, $L=2.00$ nm, $d=0.60$ nm and $\epsilon=6$, with $E=0.2137$ eV. Its prefactor, 0.4723 eV, equals $(\pi e^2/A)(L/6)$, so $\pi e^2/A=3\times0.4723=1.417$ eV/nm.

### Proposition 1: potential drop

The potential at the sheet minus that at mid-vacuum, $z=L/2$, is

$$
\Delta\phi=\frac{\pi\sigma L}{2}\left[g+\frac{1-g}{\epsilon}\right],\qquad g=\left(1-\frac dL\right)^2 .
$$

*Proof.* The drop is $\int_0^{L/2}D_c/\varepsilon\,dz$. An antiderivative of $1-2z/L$ is $-(L/4)(1-2z/L)^2$. The slab therefore contributes $2\pi\sigma(L/4)(1-g)/\epsilon$, and the vacuum contributes $2\pi\sigma(L/4)g$. $\square$

In the example the magnitudes are 0.1204 V across half the slab and 0.6943 V from its face to mid-vacuum, together 0.8148 V. The field beside the sheet is 4.72 MV/cm inside the slab, and the field just outside the slab face is 19.84 MV/cm.

The energy of a centred, uniformly charged sheet in a periodic slab cell with a uniform background is now established, together with the potential drop from the sheet to mid-vacuum. What remains is to treat a displaced sheet, a layer of finite width and a charge localized in the plane, and then the spill of an electron into the vacuum and the comparison with a real monolayer.
